How Getter Strength Sets the Speed and Depth of Gettering

**First half: the modes and the course of the uptake**

A silicon wafer contains a little dissolved iron, and iron spoils the devices to be made in it. A thin layer in which iron is much more soluble than in the wafer is formed on the back, and the wafer is held hot. Iron diffuses to the back, enters the layer and stays there. Such a layer is called a getter. Suppose that two layers are available, one holding iron far more strongly than the other. Which of them finishes its work sooner, and which leaves the wafer cleaner after a given time? The two questions have opposite answers.

**The model**

Let the wafer occupy 0 < x < L, with the front face at x = 0 and the getter behind x = L. The concentration C(x,t) of mobile impurity depends on depth and time alone, which assumes a laterally uniform wafer. The diffusivity D is constant, so the temperature is held fixed, and no impurity precipitates. Conservation with Fick's law gives

∂C/∂t = D ∂²C/∂x². (1)

No impurity crosses the front face:

∂C/∂x = 0 at x = 0. (2)

The getter has thickness d and concentration C_g. It is well mixed, meaning that C_g is uniform inside it, and it is in local equilibrium with the wafer at the interface:

C_g(t) = K C(L,t). (3)

The partition coefficient K is a constant, which requires the impurity to be dilute in both materials. The flux leaving the wafer towards larger x is −D ∂C/∂x at x = L. All of it stays in the getter, whose content per unit area is d C_g. Hence d dC_g/dt equals that flux, and with (3)

K d ∂C/∂t = −D ∂C/∂x at x = L. (4)

At t = 0 the wafer has the uniform concentration C₀ and the getter is empty. By (3) the wafer concentration right at the interface then drops to zero as soon as contact is made, while the interior is still at C₀.

Measure depth by ξ = x/L, time by τ = Dt/L², and concentration by c = C/C₀. Then ∂/∂t = (D/L²) ∂/∂τ and ∂/∂x = (1/L) ∂/∂ξ. Equation (4) becomes (KdD/L²) ∂c/∂τ = −(D/L) ∂c/∂ξ, and multiplication by L/D leaves one parameter:

∂c/∂τ = ∂²c/∂ξ²,
∂c/∂ξ = 0 at ξ = 0,
β ∂c/∂τ = −∂c/∂ξ at ξ = 1,
β = Kd/L. (5)

The number β is the capacity of the getter divided by that of the wafer: at equal C(L), the getter holds β times what a uniform wafer holds. A weaker getter is one with smaller β. Wherever two getters are compared below, D and L are the same for both.

**Where the impurity ends up**

The total amount, in units of C₀L per unit area, is the wafer content plus β c(1,τ), and it keeps its initial value 1. Let M(τ) be the fraction of the impurity that has left the wafer. It is what the getter holds:

M(τ) = 1 − ∫₀¹ c dξ = β c(1,τ). (6)

At equilibrium c is uniform, so c(1 + β) = 1. The fraction left in the wafer and the fraction removed are

c(∞) = 1/(1 + β), M(∞) = β/(1 + β). (7)

The progress of a getter towards its own equilibrium is measured by

U(τ) = M(τ)/M(∞) = M(τ)(1 + β)/β. (8)

U runs from 0 to 1 for every getter. M says how clean the wafer is, and U says how nearly the getter has finished. The word "faster" means different things for the two.

**The decay modes**

Look for solutions of (5) of the form c = f(ξ) exp(−z²τ). The diffusion equation gives f″ = −z²f, and the sealed front face selects f = cos(zξ), whose slope vanishes at ξ = 0. At the back, the left side of the getter condition is β(−z²) cos z, and the right side is −(−z sin z) = z sin z. Thus

−βz² cos z = z sin z. (9)

The value z = 0 is the uniform equilibrium state. For z ≠ 0, divide by z. If cos z were zero, (9) would require sin z = 0 as well, which is impossible, so one may also divide by cos z:

tan z = −βz = −zKd/L. (10)

The same condition has a direct meaning. The net impurity carried by a mode is ∫₀¹ cos(zξ) dξ + β cos z = (sin z)/z + β cos z, and (10) makes this zero. A decaying mode moves impurity about without changing the total, as conservation demands.

To locate the roots, consider tan z + βz between (n − 1/2)π and (n + 1/2)π, with n = 1, 2, 3, … On this interval the function rises steadily from −∞ to +∞, so it has one zero. At z = nπ it equals βnπ, which is positive, so the zero lies to the left of nπ:

(n − 1/2)π < zₙ < nπ. (11)

Between 0 and π/2 both terms are positive and there is no root.

Next, let β change. Differentiating tan z + βz = 0 with respect to β gives (sec²z + β) dz/dβ + z = 0. Since sec²z = 1 + tan²z = 1 + β²z²,

dzₙ/dβ = −zₙ/(1 + β + β²zₙ²) < 0. (12)

Every root falls as the getter becomes stronger, and every mode then decays more slowly. The slowest mode has the decay time

t₁ = L²/(D z₁²). (13)

Its limits follow from (10). For a weak getter put z₁ = π − δ. Then tan z₁ = −tan δ, so tan δ = β(π − δ), and to first order δ = πβ. For a strong getter put z₁ = π/2 + ε. Then tan z₁ = −cot ε, so cot ε = β(π/2 + ε), and to leading order ε = 2/(πβ). Therefore

z₁ ≈ π(1 − β) for β ≪ 1,
z₁ ≈ π/2 + 2/(πβ) for β ≫ 1. (14)

The mode shapes explain the direction of the change. The function cos(z₁ξ) vanishes at ξ = π/(2z₁). For a very strong getter this node lies at the back face, which is held near zero concentration, and impurity must cross the whole wafer. For a very weak getter the node lies in the middle. The getter then takes up almost nothing in this mode, and the wafer evens out its front and back halves as if both faces were sealed. The distance to be covered is half as large, and diffusion over half the distance takes a quarter of the time. Since z₁ stays between π/2 and π, the slowest rates of any two getters on the same wafer differ by less than a factor of four.

These rates do not yet settle which getter equilibrates faster. A decay rate describes the last part of the approach, and it matters little if its mode has a small amplitude. The amplitudes must be found for the actual initial state.

**The uptake by Laplace transform**

Denote the Laplace transform in τ by a hat, for example ĉ(ξ,s) = ∫₀^∞ exp(−sτ) c(ξ,τ) dτ. The transform of a time derivative is s times the transform minus the initial value. In the wafer the initial value is 1, so

s ĉ − 1 = ĉ″. (15)

At the interface the initial value is that of the empty getter, which is 0, so

β s ĉ = −ĉ′ at ξ = 1. (16)

Write q = √s. The solution of (15) with zero slope at the front is

ĉ = 1/s − B cosh(qξ). (17)

Inserting it in (16) gives β s(1/s − B cosh q) = B q sinh q, or

β = B (q sinh q + βq² cosh q). (18)

The rate of uptake is dM/dτ = −∂c/∂ξ at ξ = 1, and M(0) = 0, so s M̂ = B q sinh q. Substitute B from (18) and divide numerator and denominator by q sinh q:

s M̂ = β/(1 + βq coth q).

With the abbreviation g(s) = q coth q this reads

M̂(s) = β/[s(1 + βg)]. (19)

The function g is unchanged when q changes sign, so it is a single-valued function of s and M̂ has no branch cut.

**All modes decay without oscillation**

The product formula sinh q = q ∏ₙ [1 + q²/(n²π²)], with n from 1 to ∞, gives by logarithmic differentiation coth q = 1/q + Σₙ 2q/(q² + n²π²). Multiplication by q yields

g(s) = 1 + Σₙ 2s/(s + n²π²). (20)

Put a = n²π². Each term is 2 − 2a/(s + a), and its imaginary part is 2a Im s/|s + a|². All terms therefore have the sign of Im s, and so has Im g. It follows that 1 + βg cannot vanish when s is complex. For real s ≥ 0, (20) gives g ≥ 1, so 1 + βg is positive. The zeros can lie only on the negative real axis.

There set s = −z² and q = iz. Since cosh(iz) = cos z and sinh(iz) = i sin z, g = z cot z. The condition 1 + βz cot z = 0 is (10) again. The modes found by trial are thus the complete set of poles of M̂, together with s = 0. None grows and none oscillates.

**The weights of the modes**

M(τ) is the sum of the residues of M̂ exp(sτ), provided that the closing arcs contribute nothing. Choose arcs with |q| = (N + 1/4)π and N a large integer. They keep a fixed distance from the zeros and poles of coth q, so |coth q| stays between two positive constants, |g| grows as |q|, and M̂ falls as |s|^(−3/2). The arc length grows as |s|, and the contribution vanishes as |s|^(−1/2).

At s = 0, g = 1 and the residue is β/(1 + β), the final uptake. At s = −zₙ² the factor 1 + βg vanishes with slope βg′, so the residue of M̂ is β/(sβg′) = 1/(s g′). To find g′, use ds = −2z dz:

g′ = −(cot z − z csc²z)/(2z),
s g′ = (z/2)(cot z − z csc²z). (21)

At a root, cot z = −1/(βz) and csc²z = 1 + cot²z = 1 + 1/(β²z²). Hence

s g′ = (z/2)[−1/(βz) − z − 1/(β²z)] = −(1 + β + β²z²)/(2β²). (22)

The residue is negative, since each mode is a part of the uptake still missing:

M(τ) = β/(1 + β) − Σₙ [2β²/(1 + β + β²zₙ²)] exp(−zₙ²τ). (23)

Division by β/(1 + β) gives the unfinished part of the uptake,

1 − U(τ) = Σₙ pₙ exp(−zₙ²τ),
pₙ = 2β(1 + β)/(1 + β + β²zₙ²). (24)

All weights pₙ are positive, and they add up to 1 because U(0) = 0.

For β → ∞ the slowest mode has z₁ = π/2 and p₁ = 2/z₁² = 8/π², so it carries most of the uptake. For β → 0, however, p₁ ≈ 2β. The slowest mode of a weak getter carries little, and t₁ alone overstates the time that the getter needs for most of its uptake. The last small part still waits for the slow modes.

These results can be set against a calculation that uses neither the mode equation nor the Laplace transform, only conservation and Fick's law between neighbouring cells. The wafer is cut into 400 equal cells joined in a chain, a getter cell of capacity β is attached, and the matrix of exchange rates is diagonalized. For β = 0.05, 0.5, 5 and 50, the three lowest nonzero rates agreed with zₙ² to within 0.05% of their value. At τ = 0.02, 0.1 and 0.4 the unfinished part agreed with (24) to within 0.001 of the final uptake.

**Second half: which getter is faster, and in what sense**

The wafer has thickness L, diffusivity D and initial concentration C₀. The getter has thickness d and partition coefficient K, and its strength is β = Kd/L. Scaled time is τ = Dt/L². M is the fraction of the impurity removed from the wafer, and U = M(1 + β)/β is the progress towards the getter's own equilibrium. The first half gave M̂ = β/[s(1 + βg)], with g = √s coth √s = 1 + Σₙ 2s/(s + n²π²). It also gave the mode equation tan z = −βz and the positive weights pₙ in (24).

**The ordering at every moment**

Two positive functions are needed. The first is the uptake rate divided by β. Since M(0) = 0, its transform is sM̂/β = 1/(1 + βg), and differentiation of (23) gives

k(τ) = Σₙ [2βzₙ²/(1 + β + β²zₙ²)] exp(−zₙ²τ) > 0. (25)

The second comes from the series for g. Subtract 1, divide by s, and invert each term 2/(s + n²π²):

m(τ) = 2 Σₙ exp(−n²π²τ) > 0, with transform (g − 1)/s. (26)

Now differentiate M̂ with respect to β at fixed s. The quotient rule gives the numerator (1 + βg) − βg = 1, so

∂M̂/∂β = 1/[s(1 + βg)²]. (27)

A product of transforms belongs to a convolution, and division by s belongs to integration from 0 to τ. Thus ∂M/∂β is the time integral of k convolved with itself, which is positive.

For the progress, Û = (1 + β)/[s(1 + βg)]. The numerator of its derivative is (1 + βg) − (1 + β)g = 1 − g, so

∂Û/∂β = −[(g − 1)/s]/(1 + βg)². (28)

This is minus the transform of m convolved with k and again with k, which is negative in time. Differentiation under the inversion integral is allowed because (27) and (28) fall at least as fast as |s|^(−3/2) along the inversion line. Therefore, for every τ > 0,

∂M/∂β > 0 and ∂U/∂β < 0. (29)

A weaker getter is nearer to its own equilibrium at every moment, while a stronger getter has removed more impurity at every moment. The time to a given percentage of the getter's own final uptake rises with β. The time to a given mean concentration in the wafer falls with β, as long as the getters compared can reach that concentration at all.

The early stage shows how both statements can hold. For large s, coth √s tends to 1 and g to √s. If β√s is large as well, M̂ ≈ s^(−3/2), whose inverse is

M ≈ 2√(τ/π), for τ ≪ 1 and τ ≪ β². (30)

In this regime the getter is still so empty that it acts as a perfect sink, and the uptake does not depend on its strength. Getters of different strength start with the same flux, but the weaker one has less to collect before it is finished.

**The mean lag**

A single time that counts all modes with their weights is the area under the unfinished part, T = ∫₀^∞ (1 − U) dτ. By (24) it equals Σₙ pₙ/zₙ², the weighted mean of the decay times. It can be summed without knowing the roots, because T is the transform of 1 − U at s = 0:

1/s − Û = [1 + βg − 1 − β]/[s(1 + βg)] = β[(g − 1)/s]/(1 + βg). (31)

As s → 0, g → 1, and (g − 1)/s → Σₙ 2/(n²π²) = (2/π²)(π²/6) = 1/3. So T = β/[3(1 + β)], and in ordinary time

t_lag = (L²/3D) β/(1 + β). (32)

This can be read as a resistance times a capacity. The wafer has the effective diffusion resistance L/(3D). The wafer capacity L and the getter capacity Kd act in series, as two capacitors do when charge passes from one to the other, and give KdL/(Kd + L). The product is (32).

For a strong getter the lag approaches L²/(3D). For a weak one it is about βL²/(3D) and has no lower bound above zero, whereas t₁ never falls below L²/(π²D). The reason is the small weight of the slow modes. When β ≪ 1, the bulk of the uptake is described by Û ≈ 1/[s(1 + β√s)], which depends on time through τ/β² alone. About half of it is complete after a time of order β²L²/D = (Kd)²/D, in which iron is drawn from a depth of order Kd next to the interface. The rest must come from deeper in the wafer. For β² ≪ τ ≪ 1 the transform of 1 − U is close to β/√s − β/s, so the unfinished part is about β[1/√(πτ) − 1], which falls only as β/√(πτ) at the early end of this range. It is still about 0.8β at τ = 0.1, and after that it dies out roughly as 2β exp(−π²τ). The whole slow part of the uptake, from the fall as β/√(πτ) to the final exponential decay, supplies the leading term of the lag: with pₙ ≈ 2β and zₙ ≈ nπ for the slow modes, Σₙ pₙ/zₙ² = β/3.

The chain of cells described in the first half reproduced (32) to within 0.2% of its value at β = 0.05, 0.5, 5 and 50. It also gave both orderings in (29) at 25 times between τ = 0.001 and 1.

**When the ordering fails**

A real getter mixes at a finite rate, and its interface may resist the passage of impurity. Let D_g be the diffusivity in the getter, and let the interface flux be h[C(L) − C_g/K], with C_g taken at the interface and h a transfer coefficient. Define

r = (d²/D_g)/(L²/D), H = hL/D. (33)

Here r compares the diffusion times of getter and wafer.

Let y be the depth in the getter, sealed at y = d, and let a = C_g/(KC₀). The getter starts empty, so its transform is â = A cosh[p(1 − y/d)] with p² = rs. The flux entering it is −D_gKC₀ ∂a/∂y at y = 0. In units of DC₀/L this becomes

ĵ = (D_gKL/(Dd)) A p sinh p = (β/r) A p sinh p, (34)

because D_gKL/(Dd) = (Kd/L)(D_gL²/(Dd²)). With â(0) = A cosh p and r/p = p/s,

â(0) = ĵ r coth p/(βp) = ĵG/(βs), G = p coth p. (35)

On the wafer side, (17) gives ĉ(1) = 1/s − B cosh q. The flux ĵ = Bq sinh q turns the last term into ĵ coth q/q = ĵg/s. The interface law ĉ(1) − â(0) = ĵ/H then reads

1/s = ĵ[g/s + G/(βs) + 1/H]. (36)

Solve for ĵ, use M̂ = ĵ/s and divide by the final uptake:

Û = (1 + β)/{s[βg + G + βs/H]}. (37)

For fast mixing and a perfect interface G = 1 and 1/H = 0, and the earlier result returns. Form 1/s − Û and let s → 0. G is the function g taken at rs, so (G − 1)/s → r/3, and

T = [β/3 + r/3 + β/H]/(1 + β). (38)

In ordinary time the three terms in the bracket are βL²/(3D), d²/(3D_g) and βL/h.

Now vary β through K, with d, D_g and h held fixed. Differentiation gives

dT/dβ = [1/3 + 1/H − r/3]/(1 + β)². (39)

The weaker getter has the shorter mean lag if

r < 1 + 3D/(hL). (40)

With a perfect interface, the getter must mix in a shorter diffusion time than the wafer. If its diffusion time is longer than that of the wafer, the order is reversed, since even a very weak getter needs the time d²/(3D_g) to fill. A chain of cells that resolved the inside of the getter showed this change: with a perfect interface, β = 0.5 had a shorter lag than β = 5 at r = 0.2, and a longer one at r = 3. The ordering of the removed fraction survives for any fixed r and H. With F = βg + G + βs/H one has M̂ = β/(sF) and ∂M̂/∂β = (G/s)/F². The factor G/s = 1/s + (G − 1)/s belongs to a positive function. So does 1/F, because by (20) its poles lie on the negative real axis, where F′ > 0 makes every residue positive. Hence ∂M/∂β > 0 at every moment.

In a solid getter the impurity may be slowed by the binding that retains it. If a fraction 1/K is free and moves with the wafer diffusivity, in rapid exchange with the bound part, then D_g = D/K and r = Kd²/L² = βd/L. With a perfect interface, (38) becomes (32) multiplied by 1 + d/L. For a thin layer this is a small correction, and the mean lag still rises with K. The ordering of U at every moment is not guaranteed here: once r = Kd²/L² exceeds a few, U rises slightly with K, by about 0.1% of its value between K = 10⁵ and 10⁷ for d/L = 1/200.

**Iron in a silicon wafer at 800 °C**

Take L = 200 µm, d = 1 µm, D = 7 × 10⁻⁷ cm²/s and C₀ = 10¹² cm⁻³. The diffusion time is

L²/D = (0.020 cm)²/(7 × 10⁻⁷ cm²/s) = 571 s. (41)

Three getters have K = 100, 1000 and 10 000. With d/L = 1/200, β is 0.5, 5 and 50. For the weakest, z₁ = 2.289, and

t₁ = 571 s/2.289² = 109 s,
t_lag = (571 s/3)(0.5/1.5) = 63 s, about 1.1 min,
C(∞) = 10¹² cm⁻³/1.5 = 6.7 × 10¹¹ cm⁻³. (42)

The same steps for the others give, in order of increasing K:

Decay time t₁: 109, 200 and 228 s.
Mean lag: 63, 159 and 187 s.
Time to 90% of own uptake: 183, 411 and 476 s.
Final iron in the wafer: 6.7 × 10¹¹, 1.7 × 10¹¹ and 2.0 × 10¹⁰ cm⁻³.

From the weakest to the strongest getter, the decay time grows by a factor of 2.1 and the mean lag by 2.9. The lag changes more because the slowest mode also gains weight, from 0.53 to 0.81.

By the measure of cleanliness the order is the opposite. After 60 s the mean iron concentration in the wafer is 7.7, 6.5 and 6.4 × 10¹¹ cm⁻³. A target of 8 × 10¹¹ cm⁻³ is reached after 40, 19 and 18 s. The two stronger getters hardly differ here, because both are still close to the perfect sink of (30). Removing 20% then requires 2√(τ/π) = 0.2, or τ = 0.01π, which is 18 s. A target of 5 × 10¹¹ cm⁻³ is out of reach for the weakest getter, however long the hold.

**The model beside real wafers**

The three values of K are chosen to span two orders of magnitude and do not stand for particular layers. Real values depend strongly on the material of the layer, its doping and the temperature. D is also a rough value, so the times above serve to compare getters and do not predict a furnace recipe to the second. One assumption that cannot hold throughout a real process is constant temperature, since the wafer must be cooled. With a rough activation energy of 0.67 eV for D, cooling at 10 K/s allows as much diffusion as 11.8 s more at 800 °C. Even a perfect sink acting on a uniform wafer could then remove at most 2√(τ/π) of the remaining iron, with τ = 11.8/571, which is 16%. This bounds further removal only. For the common iron getters K rises on cooling, which favours further removal. If K should fall instead, iron can return from the getter, and the wafer content can then rise by more than this. Cooling at 5 K/min is equivalent in diffusion to 1422 s, more than twice L²/D. The final iron content is then set largely during cooling, with K and the solubility changing on the way, and (7) at 800 °C no longer gives it.

Other neglected effects can be estimated for the hold itself. Slowing by binding in the getter lengthens the lag by d/L = 0.5%. Interface resistance lengthens it by the fraction 3D/(hL), which reaches 10% at h = 30D/L, about 1 × 10⁻³ cm/s. An interface crossed by free jumps of 0.5 nm would have h of about D/(0.5 nm) = 14 cm/s, far above this limit, but a barrier film could bring h below it. Early removal is more sensitive to such a film than the lag is: at h = 30D/L the two stronger getters take about a third longer to remove 20% of the iron. The initial iron is about one third of its rough solubility of 3 × 10¹² cm⁻³, so it has no tendency to precipitate during the hold, though it may on cooling. At a rough intrinsic carrier density of 2 × 10¹⁸ cm⁻³ the Debye length is 3.9 nm. The space charge on the wafer side of the interface is thus very thin compared with the wafer.

For a fixed temperature and wafer, and among getters that differ only in K and satisfy condition (40), a short mean lag is therefore no reason to prefer one of them. Getters whose interfaces or thicknesses also differ must be compared through the iron they remove in the planned hold. The hold time should be chosen from the iron concentration that the wafer must reach. The numerical output below lists the values for all three getters.

Computed values

```
Temperature: 800 C
Wafer thickness L: 200 um
Getter thickness d: 1.0 um
Iron diffusivity D: 7.0e-07 cm2/s
Initial iron: 1.0e+12 cm-3
Target iron: 8.0e+11 cm-3
Diffusion time L^2/D: 571.4 s
K = 100: beta = 0.5, z1 = 2.2889
  slowest-mode weight: 0.534
  slowest decay time: 109.1 s
  mean lag: 63.5 s = 1.06 min
  time to 90% of own uptake: 182.7 s
  final wafer iron: 6.667e+11 cm-3
  final getter iron: 6.667e+13 cm-3
  mean wafer iron at 60 s: 7.735e+11 cm-3
  time to target iron: 40.3 s
K = 1000: beta = 5.0, z1 = 1.6887
  slowest-mode weight: 0.776
  slowest decay time: 200.4 s
  mean lag: 158.7 s = 2.65 min
  time to 90% of own uptake: 410.7 s
  final wafer iron: 1.667e+11 cm-3
  final getter iron: 1.667e+14 cm-3
  mean wafer iron at 60 s: 6.544e+11 cm-3
  time to target iron: 19.1 s
K = 10000: beta = 50.0, z1 = 1.5834
  slowest-mode weight: 0.807
  slowest decay time: 227.9 s
  mean lag: 186.7 s = 3.11 min
  time to 90% of own uptake: 475.9 s
  final wafer iron: 1.961e+10 cm-3
  final getter iron: 1.961e+14 cm-3
  mean wafer iron at 60 s: 6.365e+11 cm-3
  time to target iron: 18.1 s
Decay-time ratio, strongest/weakest: 2.09
Mean-lag ratio, strongest/weakest: 2.94
Lag increase from trapping in getter: 0.50 %
Interface h for 10% longer lag: 1.05e-03 cm/s
Interface h for free jumps of 0.5 nm: 14.0 cm/s
Rough iron solubility: 3.0e+12 cm-3
Initial iron / solubility: 0.33
Rough carrier density: 2.0e+18 cm-3
Debye length: 3.9 nm
Activation energy of D: 0.67 eV
Cooling at 10 K/s equals a hold of 11.8 s
  upper bound on further iron removal: 16.2 %
Cooling at 5 K/min equals a hold of 1422 s
```
